One Fitted Roughness Exponent Does Not Identify a Growth Universality Class

A straight line through a log-log roughness plot gives a number, and that number does not identify the growth mechanism. In the linear model below, the effective exponent of one stationary surface takes every value between 1 and 0 as the length of observation grows. A second model, with a different smoothing mechanism and correlated noise, produces the same stationary surface in every statistical detail. For a model film grown for one hour, a fit from 5 to 50 nm gives 0.667 and a fit from 20 to 200 nm gives 0.379. The film has not changed between the two fits.

**The belief and its appeal**

Let h(r,t) be the surface height measured from the mean front. Its height-difference function is

G(r) = ⟨[h(r) − h(0)]²⟩.

If G ∝ r^(2α) over a wide range, α is the roughness exponent. A growth universality class fixes α, together with a dynamic exponent z that relates time to length through t ∝ r^z. It is tempting to run this backwards: measure α, find the class with that value, and name the mechanism.

The forward statement is sound in the asymptotic regime. The reverse fails for three reasons. Different classes can share α; a fitted slope need not be asymptotic; and correlations in the arriving material can shape the surface as smoothing does.

**A surface with two smoothing mechanisms**

Take growth on a plane from a flat start:

∂h/∂t = ν∇²h − K∇⁴h + η,
⟨η(r,t)η(r′,t′)⟩ = 2D δ²(r−r′)δ(t−t′).

Here ν and K are positive. The K term describes smoothing by surface diffusion; the ν term is a surface-tension-like relaxation. The noise η is Gaussian with zero mean. The equation is classical, and slopes are assumed small.

Each Fourier mode obeys ∂h_k/∂t = −ωh_k + η_k, with ω = νk² + Kk⁴. Starting from zero,

h_k(t) = ∫₀ᵗ exp[−ω(t−s)] η_k(s) ds.

In the mean square, the delta function in time removes one of the two time integrals. The spectrum S, defined as the mean square per unit area, is therefore

S(k,t) = 2D ∫₀ᵗ exp[−2ω(t−s)] ds = D[1 − exp(−2ωt)]/ω.

Expanding the square in G gives twice the variance minus twice the covariance, so

G(r,t) = 2 ∫ d²k/(2π)² S(k,t)[1 − cos(k·r)]
= (1/π) ∫₀^∞ k S(k,t)[1 − J₀(kr)] dk.

The second line uses the angular average of cos(k·r), which is J₀(kr).

For long times S → D/ω. Define ξ = √(K/ν), x = r/ξ and u = kξ. Then

G(r) = (D/πν) F(x),
F(x) = ∫₀^∞ [1 − J₀(ux)] / [u(1+u²)] du.

To evaluate F, apply the radial Laplacian L = (1/x)(d/dx)(x d/dx). Since L J₀(ux) = −u²J₀(ux),

LF = ∫₀^∞ u J₀(ux)/(1+u²) du = K₀(x),

where the last equality is the standard integral for the modified Bessel function K₀. For x > 0, K₀ satisfies LK₀ = K₀, so K₀ itself is a particular solution. The radial solutions of LF = 0 are a constant and ln x. Hence F = K₀(x) + A + B ln x. The integral vanishes at x = 0, while K₀ → −ln(x/2) − γ there, with γ Euler's constant. Cancelling the logarithm requires B = 1, and cancelling the constant requires A = γ − ln 2. Thus

F(x) = ln(x/2) + γ + K₀(x).

**The exponent depends on where it is read**

Define the local exponent by α_eff = ½ d ln G/d ln r. Because K₀′ = −K₁, we have xF′ = 1 − xK₁(x), and

α_eff = ½[1 − xK₁(x)] / [ln(x/2) + γ + K₀(x)].

At short distance put Λ = −ln(x/2) − γ. The series K₀ = Λ(1+x²/4) + x²/4 + … gives

F ≈ (x²/4)(Λ+1).

Since dΛ/d ln x = −1,

xF′ ≈ (x²/2)(Λ+1) − x²/4,
α_eff ≈ 1 − 1/[2(Λ+1)].

The limit is 1, but it is approached only logarithmically. At large distance K₀ and xK₁ vanish, leaving

α_eff ≈ 1/{2[ln(x/2)+γ]},

which tends to 0. The function is continuous, so every value strictly between 1 and 0 occurs at some distance. These include 2/3, the leading-order value for nonlinear conserved growth, and about 0.39, a rough value for planar Kardar–Parisi–Zhang (KPZ) growth. Neither nonlinearity is present here.

**The same surface from another mechanism**

One might hope that the complete curve G(r), or a complete image, would settle the matter. For linear Gaussian models in the stationary state it cannot. Choose any stationary spectrum S*(k) and any positive relaxation rate Ω(k). If the noise strength is D(k) = Ω(k)S*(k), the mode solution gives

S(k,∞) = D(k)/Ω(k) = S*(k).

A Gaussian distribution with zero mean is fixed by its spectrum. All one-time statistics of the relative heights therefore agree, whatever Ω was chosen.

For a concrete twin, remove surface diffusion altogether and keep Ω = νk². The required noise is

D_twin(k) = νk² · D/[νk²(1+ξ²k²)] = D/(1+ξ²k²).

In space this noise is correlated as K₀(r/ξ)/(2πξ²), so its range is ξ. Positive deposits can produce it in principle. Suppose material arrives at random as small mounds of unit volume and shape

f(r) = exp(−r/ξ)/(2πξr).

The transform of this positive shape is

f_k = (1/ξ)∫₀^∞ exp(−r/ξ)J₀(kr)dr = 1/√(1+ξ²k²).

This ideal shape has a finite volume but an infinitely high centre. Rounding the centre over a small radius weakens the noise at short wavelengths; the change becomes small only at wavelengths many times that radius. Independent arrivals have a noise spectrum proportional to f_k², as required; many overlapping arrivals make the noise nearly Gaussian. The length ξ, which in the first model came from surface diffusion, is now the size of the deposited mounds.

Time separates the twins. For νk²t and Kk⁴t both small, the first spectrum is 2Dt and the second is 2Dt/(1+ξ²k²). The first model is rough at short wavelengths from the beginning; the second has to build that roughness up.

**Correlated noise with a genuine power law**

Finite-range correlation gives an apparent power law over a limited range. Scale-free correlation is different, and the distinction matters. With relaxation νk² and noise D₀k^(−2ρ),

G(r) = (D₀/πν) ∫₀^∞ k^(−1−2ρ)[1 − J₀(kr)] dk.

At small k the bracket is proportional to k², so convergence there needs ρ < 1; convergence at large k needs ρ > 0. Substituting q = kr takes out all dependence on r:

G(r) ∝ r^(2ρ), α = ρ.

This is a true power law at all distances in the continuum model. The mean-square roughness w² grows as

w² = (D₀/2πν) ∫₀^∞ k^(−1−2ρ)[1 − exp(−2νk²t)] dk.

With q = k√t this becomes w² ∝ t^ρ, so w ∝ t^(ρ/2). The dynamic exponent is z = 2.

Compare nonlinear conserved growth,

∂h/∂t = −K∇⁴h + λ_c∇²(∇h)² + η.

Rescale lengths by b, times by b^z and heights by b^α. The left side scales as b^(α−z) and the nonlinear term as b^(2α−4). If λ_c is unchanged by the rescaling, α + z = 4. White noise on a plane scales as b^(−(2+z)/2). Equating this to b^(α−z) gives z = 2α + 2. The two relations yield α = 2/3 and z = 10/3. They are leading-order values, since fluctuations can slightly change how λ_c scales.

With ρ = 2/3 the two mechanisms share α, but w grows as t^(1/3) in one and t^(1/5) in the other. Ten times the growth time multiplies the roughness by 2.15 or by 1.58. A thickness series at fixed growth conditions can separate what the exponent α cannot.

**A nonlinear example with the same stationary surface**

The ambiguity is not confined to linear equations. On a line, Edwards–Wilkinson growth has only the ν term, and KPZ growth adds (λ/2)(∂h/∂x)². Consider a ring of sites with slopes s_i = h_(i+1) − h_i and

dh_i/dt = ν(s_i − s_(i−1)) + N_i + η_i,
N_i = (λ/6)(s_i² + s_i s_(i−1) + s_(i−1)²),

where the noise on each site has strength 2D. Try the distribution P ∝ exp[−(ν/2D)Σs_i²]. Its logarithmic derivative is

∂ln P/∂h_i = (ν/D)(s_i − s_(i−1)).

The linear drift is thus D ∂ln P/∂h_i, and its probability current cancels the diffusion current −D ∂P/∂h_i. What remains is the divergence of N_iP, which has two parts. First,

∂N_i/∂h_i = (λ/6)(s_(i−1) − s_i),

which sums to zero around the ring. Second,

N_i ∂ln P/∂h_i = (λν/6D)(s_i³ − s_(i−1)³),

which also sums to zero. The same P is stationary for every λ. On a large ring the slopes are nearly independent, so the mean-square height difference grows in proportion to distance and α = 1/2 in both cases.

The dynamics differ. If h(x,t) solves the noiseless continuum KPZ equation, so does

h(x+λεt,t) + εx + λε²t/2.

The time derivative gains λε∂h/∂x + λε²/2, and these are the extra terms in (λ/2)(∂h/∂x+ε)². White noise keeps its statistics under the moving shift. The slope ε scales as b^(α−1), and the shift λεt must scale as b. With λ fixed, α − 1 + z = 1, so α + z = 2. Thus z = 3/2 for KPZ growth on a line, while the linear equation has z = 2.

**The error in numbers**

Consider a smooth amorphous silicon film grown by chemical vapour deposition. The parameters are round model values: growth rate 0.2 nm/s for 3600 s, hence a thickness of 720 nm; ν = 1 nm²/s, K = 400 nm⁴/s and D = 0.5 nm⁴/s. The crossover length is ξ = √400 = 20 nm. The total rms roughness is 0.377 nm, or 3.77 Å.

At 5 nm, √G is 0.0787 nm; at 50 nm it is 0.3625 nm. The two end points alone give

α ≈ ln(0.3625/0.0787)/ln(50/5) = 0.66.

A least-squares fit over nine distances gives 0.667, with R² = 0.994. The match to 2/3 follows from where this window lies relative to ξ; it is no sign of conserved nonlinearity. The stationary local exponent falls from 0.81 at 5 nm to 0.47 at 50 nm. Yet the largest departure from the fitted line is only about 6% in √G, so the high R² hides a large change of slope.

Moving the window to 10–100 nm gives 0.540, and 20–200 nm gives 0.379. A decade starting at 19 nm gives 0.39, the rough KPZ value. Unfinished relaxation also enters these longer windows, since √(2νt) is about 85 nm: the fully stationary surface would give 0.558 for 10–100 nm and 0.424 for 20–200 nm. From 5 to 50 nm it matters little: the fully stationary surface would give 0.674.

After one hour the twin without surface diffusion differs in G by at most 0.4% over the 5–50 nm range. At a distance of 10 nm, the ratio of √G between the models is 1.32 after 10 s, 1.15 after 30 s and 1.001 after one hour. For images taken at a single time, the information that separates them is in the early film. After 10 s that film is only 2 nm thick, where island formation may invalidate either continuum model. The later part of the transient is safer in this respect, but the difference is smaller: after 100 s the ratio is 1.058 at 10 nm and about 1.16 at 50 nm. The two models then differ by only about twice the scatter between single 250 nm images, so several scans would be needed. Repeated images of the same area during growth could separate the models even in the stationary state, because the two surfaces change at different rates. At k = 1/ξ the relaxation times 1/ω are 200 s and 400 s, so the images should be no more than a few minutes apart.

**What a limited scan adds**

Simulated images 250 nm wide, with 2.5 nm pixels, show the scatter of a single scan. For 500 images of the one-hour film, cut from 20 larger surfaces, the fitted exponent is 0.659 ± 0.036. The ± denotes the spread between images, not the error of the mean. Subtracting a best-fit plane from each image lowers the average to 0.651.

The same treatment of a stationary surface with a genuine 2/3 law gives 0.598 ± 0.045. Here the true power law reads further from 2/3 than the crossover does. Plane removal takes away part of the long-wave height difference, which matters most at large r. This accounts for most of the drop: images of an unbounded surface with the same law read about 0.66 before levelling and 0.59 to 0.60 after. The longest waves, which the finite simulated area leaves out, look like planes within one image and are removed by levelling anyway, so their absence hardly affects the levelled value.

The curvature of the plot retains information that the exponent discards. Write ln √G = a + su + cu², with u = ln r measured from its mean. For levelled images the bend c is −0.087 ± 0.020 for the crossover and −0.035 ± 0.021 for the true power law. The means are 2.6 standard deviations apart. If the bends are normally distributed with equal spread, a threshold midway would misclassify about one image in ten. This applies to these two known alternatives without instrument noise. It does not help with the stationary twins, whose bends have the same distribution.

Instrument noise can move the answer too. Independent pixel errors of rms σ add 2σ² to G. For σ = 0.02 nm the addition is 0.0008 nm², about 13% of G at 5 nm but under 1% at 50 nm. The short-distance end is lifted most, and the fitted exponent drops from 0.667 to 0.645.

**How far the model film resembles a real one**

The growth rate and sub-nanometre roughness are meant as rough values for a smooth film; ν, K and D are not measurements. The noise is far above the shot noise of single atoms. The volume per independent event is 2D/(growth rate) = 5 nm³, about 250 silicon atoms at a rough density of 2.3 g/cm³. D must therefore stand for something coarser, such as clusters or uneven nucleation, and such sources could make the noise correlated. The twin's mounds cannot be taken literally here: 5 nm³ spread with ξ = 20 nm would be only about 0.006 nm high at 5 nm from the centre, far less than an atom. For this film the twin is a mathematical comparison, unless some other process correlates the arrivals over about 20 nm. Temperature enters only through the chosen coefficients.

If growth follows the local surface normal, the KPZ coefficient λ is about equal to the growth rate. The ratio of the KPZ term to the ν term is then of order λw/(2ν) = 0.04. This is a size estimate for lengths near ξ. At longer wavelengths the ratio grows only as w does. For a saturated surface of size L much larger than ξ, w² ≈ (D/2πν) ln(L/2πξ), so the ratio is still only about 0.11 when L is one metre. With these coefficients KPZ scaling is out of reach; a film with much larger λ²D/ν³ could differ. At lengths near ξ, a conserved nonlinearity would compete with the K term for λ_c of order K/w, about 1100 nm³/s; its real value is not known here. Slopes are small, with an rms of 0.025 down to the pixel scale. Take the curvature as ∇²h, the sum of the curvatures in two perpendicular directions. For a probe tip of 10 nm radius, radius times rms curvature, again down to the pixel scale, is then 0.125. This number is proportional to the cutoff wavenumber and would be near 1 if the spectrum were continued to 0.3 nm, so it does not by itself bound the distortion. The shortest waves carry little height, however: a parabolic tip of this radius passed over the model surface resolved to about 0.3 nm lowers G at 5 nm by under 1% and shifts the fitted exponent by about 0.001. Of an initial substrate ripple with a 250 nm wavelength, 6% of the amplitude survives.

Locality is another assumption that may fail. In a real deposition, high regions can shadow low ones or redirect incoming species. The model omits this, and its effect on the exponent has not been sized.

**What would support an identification**

The exponent should first be stable when the length window moves, after instrument noise and levelling have been treated. Films of several thicknesses, grown under the same conditions, then test the dynamics. Plotting k^(2+2α)S(k,t) against k^z t should bring the spectra onto one curve if simple scaling holds on a plane.

Even agreement in both α and z is not conclusive. Take a linear model with relaxation rate ck^(10/3) and white noise. Its stationary spectrum is D/(ck^(10/3)), which gives G ∝ r^(4/3), so α = 2/3 and z = 10/3. These are the leading-order exponents of nonlinear conserved growth, obtained without nonlinearity. A direct test of nonlinearity is then needed. Skewness larger than the scatter expected between finite images would rule out a linear model with Gaussian noise and a flat start, though not one with skewed noise. For KPZ growth, the tilt transformation above predicts that an imposed slope ε changes the mean growth speed by λε²/2; the linear equations predict no such change. Most values behind the film example are in the numerical output below.

Values computed for the example and the checks

```
nu = 1.0 nm^2/s; K = 400 nm^4/s; D = 0.5 nm^4/s
growth rate = 0.2 nm/s; time = 3600 s
film thickness = 720 nm
crossover length xi = 20.0 nm
total rms roughness = 0.377 nm = 3.77 angstrom
r = 5 nm: sqrt(G) = 0.0787 nm; stationary exponent = 0.805
r = 10 nm: sqrt(G) = 0.1346 nm; stationary exponent = 0.745
r = 20 nm: sqrt(G) = 0.2182 nm; stationary exponent = 0.652
r = 50 nm: sqrt(G) = 0.3625 nm; stationary exponent = 0.473
r = 100 nm: sqrt(G) = 0.4645 nm; stationary exponent = 0.327
fit 5-50 nm after growth: exponent = 0.667
same fit, stationary surface: exponent = 0.674
fit R^2 = 0.9943
largest misfit in ln sqrt(G) = 0.063
fit 10-100 nm: exponent = 0.540
fit 20-200 nm: exponent = 0.379
rough planar KPZ reference exponent = 0.39
decade giving it: 19.1-191.3 nm
largest twin difference in G, 5-50 nm = 0.3771 %
t = 10 s, r = 10 nm: sqrt(G) surface model = 0.1076 nm; twin = 0.0814 nm; ratio = 1.322
t = 30 s, r = 10 nm: sqrt(G) surface model = 0.1166 nm; twin = 0.1013 nm; ratio = 1.151
t = 100 s, r = 10 nm: sqrt(G) surface model = 0.1245 nm; twin = 0.1177 nm; ratio = 1.058
t = 3600 s, r = 10 nm: sqrt(G) surface model = 0.1346 nm; twin = 0.1345 nm; ratio = 1.001
nonlinear conserved: alpha = 0.667; z = 3.333
scale-free noise: alpha = 0.667; z = 2
roughness factor per 10x time, scale-free = 2.154
same factor, nonlinear conserved = 1.585
images per model = 500; width = 250 nm
pixel = 2.5 nm
crossover, raw: exponent = 0.659 +/- 0.036
crossover, raw: bend = -0.0809 +/- 0.0190
crossover, levelled: exponent = 0.651 +/- 0.036
crossover, levelled: bend = -0.0871 +/- 0.0195
true power, levelled: exponent = 0.598 +/- 0.045
true power, levelled: bend = -0.0346 +/- 0.0213
bend separation = 2.57 standard deviations
KPZ/linear size, lambda=rate: 0.038
conserved nonlinearity matters near 1062 nm^3/s
rms slope down to pixel scale = 0.0253
tip radius = 10 nm; radius*rms curvature = 0.125
instrument noise = 0.02 nm; fitted exponent = 0.645
rough Si density = 2.3 g/cm^3
atom volume = 0.0203 nm^3
effective atoms per independent noise event = 247
substrate amplitude left at 250 nm wavelength = 0.058
```
